# Spin Hall magnetoresistance of a metal film on a magnetic insulator: verification in Python

```python
"""Spin Hall magnetoresistance of a metal film on a magnetic insulator.

Result under test, for current along x and unit magnetization m:
  rho_xx = (1/sigma) * [1 - a + b*(1 - m_y**2)] + O(theta**4)
  a = theta**2 * (2 lam/d) * tanh(d/(2 lam))
  b = theta**2 * (lam/d) * Re{2 lam G tanh(d/(2 lam))**2
                              / [sigma + 2 lam G coth(d/lam)]}
sigma: conductivity, theta: spin Hall angle, lam: spin diffusion length,
d: thickness (magnet at z=0, vacuum at z=d), G: complex spin-mixing
conductance per area, s: spin potential (V_plus - V_minus)/2 in volts.
Spin currents are differences of electric currents of the two spins.
The independent road solves the diffusion problem by Chebyshev collocation,
with the interface built from spin-dependent reflection matrices. SI units.
"""
import numpy as np
from numpy.polynomial import chebyshev as cheb
from scipy import constants
from scipy.optimize import minimize_scalar

QUANTUM = constants.e**2 / constants.h
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
EPS = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    EPS[i, j, k] = 1.0
    EPS[i, k, j] = -1.0
X, Y, Z = np.eye(3)

# Chebyshev differentiation matrix and integration weights on [-1, 1]
ORDER = 32
nodes = np.cos(np.pi * np.arange(ORDER + 1) / ORDER)
vander = cheb.chebvander(nodes, ORDER)
slopes = cheb.chebvander(nodes, ORDER - 1) @ cheb.chebder(np.eye(ORDER + 1))
DIFF = slopes @ np.linalg.inv(vander)
moments = np.array([2 / (1 - q**2) if q % 2 == 0 else 0.0
                    for q in range(ORDER + 1)])
WEIGHTS = np.linalg.solve(vander.T, moments)


def interface_matrix(m, modes):
    """Matrix K: spin current into the magnet = K @ s, by reflection."""
    m_sigma = np.einsum('a,aij->ij', m, PAULI)
    up, down = (np.eye(2) + m_sigma) / 2, (np.eye(2) - m_sigma) / 2
    result = np.zeros((3, 3))
    for density, r_up, r_down in modes:
        r = r_up * up + r_down * down
        for b in range(3):
            net = PAULI[b] - r @ PAULI[b] @ r.conj().T
            for a in range(3):
                result[a, b] += QUANTUM * density * np.trace(PAULI[a] @ net).real
    return result


def mixing_conductance(modes):
    return QUANTUM * sum(n * (1 - ru * np.conj(rd)) for n, ru, rd in modes)


def solve_film(field, m, d, theta, sigma, lam, modes):
    """Solve s'' = s/lam^2 with its boundary conditions; return profiles."""
    kmat = interface_matrix(m, modes)
    deriv = DIFF * 2 * lam / d              # derivative with respect to z/lam
    count = ORDER + 1
    system = np.kron(deriv @ deriv - np.eye(count), np.eye(3))
    rhs = np.zeros(3 * count)
    source = -theta * lam * EPS[2] @ field  # slope that stops the spin current
    system[:3] = np.kron(deriv[0], np.eye(3))
    rhs[:3] = source
    system[-3:] = np.kron(deriv[-1], np.eye(3))
    system[-3:, -3:] -= lam / sigma * kmat
    rhs[-3:] = source
    s = np.linalg.solve(system, rhs).reshape(count, 3)
    ds = deriv @ s / lam
    local_current = sigma * field + theta * sigma * ds @ EPS[:, :, 2].T
    mean_current = WEIGHTS @ local_current / 2
    return s, ds, mean_current, kmat @ s[-1]


def numerical_tensor(m, d, theta, sigma, lam, modes):
    """In-plane conductivity tensor divided by sigma."""
    columns = [solve_film(e, m, d, theta, sigma, lam, modes)[2][:2]
               for e in (X, Y)]
    return np.array(columns).T / sigma


def coefficients(d, theta, sigma, lam, G):
    t = np.tanh(d / (2 * lam))
    a = theta**2 * 2 * lam / d * t
    c = (theta**2 * lam / d * 2 * lam * G * t**2
         / (sigma + 2 * lam * G / np.tanh(d / lam)))
    return a, c.real, c.imag


def derived_tensor(m, a, b, bi):
    mx, my, mz = m
    return np.array([[1 + a - b * (1 - my**2), -b * mx * my - bi * mz],
                     [-b * mx * my + bi * mz, 1 + a - b * (1 - mx**2)]])


rng = np.random.default_rng(4)


def random_unit():
    v = rng.normal(size=3)
    return v / np.linalg.norm(v)


# Model parameters
sigma, lam, d, theta = 2.0e6, 2.0e-9, 6.0e-9, 0.1
G = 4.0e14 + 0.4e14j
E = 1.0e4
# Equal modes with unit-modulus reflection that realize this G
mode_density = abs(G)**2 / (2 * G.real) / QUANTUM
phase_factor = 1 - G / (QUANTUM * mode_density)
modes = [(mode_density, phase_factor, 1.0)]
assert abs(abs(phase_factor) - 1) < 1e-12

# Two spin channels reproduce the coupled charge and spin current laws
for axis in range(3):
    field, grad = rng.normal(size=3), rng.normal(size=3)
    channel = []
    for sign in (1, -1):
        force = field - sign * grad
        channel.append(0.5 * (force - sign * theta
                              * np.cross(np.eye(3)[axis], force)))
    charge = field + theta * EPS[:, axis, :] @ grad
    spin = -grad - theta * EPS[:, axis, :] @ field
    assert np.allclose(channel[0] + channel[1], charge, atol=1e-13)
    assert np.allclose(channel[0] - channel[1], spin, atol=1e-13)

# Reflection of many modes gives the vector law of interface absorption
for trial in range(5):
    mixed = [(1e18, np.exp(1j * p), np.exp(1j * q))
             for p, q in rng.uniform(0, 2 * np.pi, (6, 2))]
    g, m, s = mixing_conductance(mixed), random_unit(), rng.normal(size=3)
    law = (2 * g.real * np.cross(m, np.cross(s, m))
           - 2 * g.imag * np.cross(m, s))
    assert np.allclose(interface_matrix(m, mixed) @ s, law,
                       rtol=1e-10, atol=1e-10 * abs(g))
    # Whole conductivity tensor, at a large spin Hall angle
    thick = lam * rng.uniform(0.5, 6)
    numeric = numerical_tensor(m, thick, 0.5, sigma, lam, mixed)
    formula = derived_tensor(m, *coefficients(thick, 0.5, sigma, lam, g))
    assert np.allclose(numeric, formula, rtol=0, atol=1e-9)

# Energy balance: extra electrical power equals the spin dissipation
m = random_unit()
s, ds, current, absorbed = solve_film(E * X, m, d, theta, sigma, lam, modes)
extra_power = (current @ (E * X) - sigma * E**2) * d
bulk_loss = sigma * d / 2 * WEIGHTS @ np.sum(ds**2 + s**2 / lam**2, axis=1)
interface_loss = s[-1] @ absorbed
assert interface_loss > 0
assert abs(extra_power / (bulk_loss + interface_loss) - 1) < 1e-7


def resistivity(m, angle=theta):
    """Open-circuit resistivity tensor times sigma, from the solver."""
    return np.linalg.inv(numerical_tensor(m, d, angle, sigma, lam, modes))


a, b, bi = coefficients(d, theta, sigma, lam, G)
rho_x, rho_y, rho_z = (resistivity(v)[0, 0] for v in (X, Y, Z))
amplitude = rho_x - rho_y
# Leading amplitude has relative corrections of order theta^2
assert abs(amplitude / b - 1) < 2 * theta**2
strong_x, strong_y = (resistivity(v, 0.5)[0, 0] for v in (X, Y))
for angle in np.linspace(0, np.pi, 13):
    co, si = np.cos(angle), np.sin(angle)
    in_plane = resistivity(co * X + si * Y, 0.5)[0, 0]
    shape = (in_plane - strong_y) / (strong_x - strong_y)
    assert abs(shape - co**2) < 1e-6
    yz = resistivity(co * Z + si * Y)[0, 0]
    assert abs((yz - rho_y) / (rho_z - rho_y) - co**2) < theta**2
    xz = resistivity(co * Z + si * X)[0, 0]
    assert abs(xz - rho_x) < theta**2 * b

# The neglected part of both resistivities falls as theta^4
m = np.array([0.6, 0.48, 0.64])
remainders = []
for angle in (0.1, 0.05):
    aa, bb, bbi = coefficients(d, angle, sigma, lam, G)
    exact = resistivity(m, angle)
    remainders.append(exact[0, 0] - (1 - aa + bb * (1 - m[1]**2)))
    transverse = bb * m[0] * m[1] - bbi * m[2]
    assert abs(exact[1, 0] - transverse) < 2 * angle**4
assert abs(remainders[0] / remainders[1] / 16 - 1) < 0.02


def solver_ratio(thickness, angle=1.0):
    """Coefficient b from two numerical solutions."""
    return (numerical_tensor(Y, thickness, angle, sigma, lam, modes)[0, 0]
            - numerical_tensor(X, thickness, angle, sigma, lam, modes)[0, 0])


# Thin limit; first neglected relative term is d*sigma/(2 lam^2 G), 1.25 %
thin = 0.01 * lam
assert abs(solver_ratio(thin) / (thin**2 / (4 * lam**2)) - 1) < 0.02
# Thick limit; neglected terms are of relative order exp(-12)
thick = 12 * lam
thick_law = lam / thick * (2 * lam * G / (sigma + 2 * lam * G)).real
assert abs(solver_ratio(thick) / thick_law - 1) < 1e-4

best = minimize_scalar(
    lambda u: -coefficients(u * lam, theta, sigma, lam, G)[1],
    bounds=(0.2, 10), method='bounded', options={'xatol': 1e-9})
d_best = best.x * lam
assert solver_ratio(d_best) > solver_ratio(0.9 * d_best)
assert solver_ratio(d_best) > solver_ratio(1.1 * d_best)
ideal = minimize_scalar(lambda u: -np.tanh(u / 2)**2 * np.tanh(u) / u,
                        bounds=(0.2, 10), method='bounded',
                        options={'xatol': 1e-9})

# Example profiles and the derived absorbed spin current for m along x
sx, _, jx, kx = solve_film(E * X, X, d, theta, sigma, lam, modes)
sy, _, jy, ky = solve_film(E * X, Y, d, theta, sigma, lam, modes)
t = np.tanh(d / (2 * lam))
gamma = 2 * G * sigma / (sigma + 2 * lam * G / np.tanh(d / lam))
s_open = -theta * E * lam * t
assert np.allclose(kx, s_open * np.array([0, gamma.real, -gamma.imag]),
                   rtol=1e-7, atol=1.0)
assert np.linalg.norm(ky) < 1e-7 * np.linalg.norm(kx)
assert abs(sy[-1, 1] / s_open - 1) < 1e-8
drop_x, drop_y = sx[0, 1] - sx[-1, 1], sy[0, 1] - sy[-1, 1]
assert 0 < drop_x < drop_y and jx[0] < jy[0]

rho0 = 1e9 / sigma
print(f"conductivity sigma = {sigma:.3e} S/m")
print(f"reference resistivity 1/sigma = {rho0:.3f} nOhm m")
print(f"spin diffusion length = {lam*1e9:.2f} nm")
print(f"film thickness = {d*1e9:.2f} nm")
print(f"spin Hall angle = {theta:.3f} (no unit)")
print(f"G_r = {G.real:.3e} S/m^2")
print(f"G_i = {G.imag:.3e} S/m^2")
print(f"equivalent mode density = {mode_density*1e-18:.3f} per nm^2")
print(f"electric field = {E:.3e} V/m")
print(f"charge current sigma*E = {sigma*E:.3e} A/m^2")
print(f"spin Hall source theta*sigma*E = {theta*sigma*E:.3e} A/m^2")
print(f"tanh(d/2lam) = {t:.5f} (no unit)")
print(f"coth(d/lam) = {1/np.tanh(d/lam):.5f} (no unit)")
print(f"Re Gamma = {gamma.real:.4e} S/m^2")
print(f"Im Gamma = {gamma.imag:.4e} S/m^2")
print(f"m along y: s_y(0) = {sy[-1,1]*1e6:.4f} microvolt")
print(f"m along x: s_y(0) = {sx[-1,1]*1e6:.4f} microvolt")
print(f"m along x: s_z(0) = {sx[-1,2]*1e6:.4f} microvolt")
print(f"m along y: s_y(d)-s_y(0) = {drop_y*1e6:.4f} microvolt")
print(f"m along x: s_y(d)-s_y(0) = {drop_x*1e6:.4f} microvolt")
print(f"m along x: K_y into magnet = {kx[1]:.4e} A/m^2")
print(f"m along x: K_z into magnet = {kx[2]:.4e} A/m^2")
print(f"|K_y|/(theta*sigma*E) = {abs(kx[1])/(theta*sigma*E):.4f} (no unit)")
print(f"a = {a:.5e} (no unit)")
print(f"b = {b:.5e} (no unit)")
print(f"b_i = {bi:.5e} (no unit)")
b_real = coefficients(d, theta, sigma, lam, G.real + 0j)[1]
print(f"b with G_i set to zero = {b_real:.5e} (no unit)")
print(f"leading resistivity change b/sigma = {b*rho0:.5f} nOhm m")
print(f"full resistivity change = {amplitude*rho0:.5f} nOhm m")
for degrees in (0, 30, 45, 60, 90):
    ang = np.radians(degrees)
    rho = resistivity(np.cos(ang) * X + np.sin(ang) * Y) * rho0
    print(f"angle {degrees:2d} deg from x: rho_xx = {rho[0,0]:.5f}, "
          f"rho_yx = {rho[1,0]:.5f} nOhm m")
print(f"m along z: rho_xx = {rho_z*rho0:.5f} nOhm m")
for nm in (1, 2, 4, 6, 10, 20):
    value = coefficients(nm * 1e-9, theta, sigma, lam, G)[1]
    print(f"thickness {nm:2d} nm: b = {value:.4e} (no unit)")
print(f"optimum thickness = {d_best*1e9:.3f} nm")
print(f"b at optimum = {-best.fun:.4e} (no unit)")
print(f"perfect absorber: optimum d/lam = {ideal.x:.4f} (no unit)")
print(f"perfect absorber: largest b/theta^2 = {-ideal.fun:.4f} (no unit)")
print("every check passed")
```

Running it gives:

```
conductivity sigma = 2.000e+06 S/m
reference resistivity 1/sigma = 500.000 nOhm m
spin diffusion length = 2.00 nm
film thickness = 6.00 nm
spin Hall angle = 0.100 (no unit)
G_r = 4.000e+14 S/m^2
G_i = 4.000e+13 S/m^2
equivalent mode density = 5.214 per nm^2
electric field = 1.000e+04 V/m
charge current sigma*E = 2.000e+10 A/m^2
spin Hall source theta*sigma*E = 2.000e+09 A/m^2
tanh(d/2lam) = 0.90515 (no unit)
coth(d/lam) = 1.00497 (no unit)
Re Gamma = 4.4456e+14 S/m^2
Im Gamma = 2.4534e+13 S/m^2
m along y: s_y(0) = -1.8103 microvolt
m along x: s_y(0) = -1.0015 microvolt
m along x: s_z(0) = -0.0446 microvolt
m along y: s_y(d)-s_y(0) = 3.6206 microvolt
m along x: s_y(d)-s_y(0) = 2.8921 microvolt
m along x: K_y into magnet = -8.0478e+08 A/m^2
m along x: K_z into magnet = 4.4414e+07 A/m^2
|K_y|/(theta*sigma*E) = 0.4024 (no unit)
a = 6.03432e-03 (no unit)
b = 1.21408e-03 (no unit)
b_i = 6.70016e-05 (no unit)
b with G_i set to zero = 1.21109e-03 (no unit)
leading resistivity change b/sigma = 0.60704 nOhm m
full resistivity change = 0.60050 nOhm m
angle  0 deg from x: rho_xx = 497.60144, rho_yx = -0.00000 nOhm m
angle 30 deg from x: rho_xx = 497.45131, rho_yx = 0.26003 nOhm m
angle 45 deg from x: rho_xx = 497.30119, rho_yx = 0.30025 nOhm m
angle 60 deg from x: rho_xx = 497.15106, rho_yx = 0.26003 nOhm m
angle 90 deg from x: rho_xx = 497.00094, rho_yx = 0.00000 nOhm m
m along z: rho_xx = 497.60144 nOhm m
thickness  1 nm: b = 3.5222e-04 (no unit)
thickness  2 nm: b = 8.3528e-04 (no unit)
thickness  4 nm: b = 1.2711e-03 (no unit)
thickness  6 nm: b = 1.2141e-03 (no unit)
thickness 10 nm: b = 8.6735e-04 (no unit)
thickness 20 nm: b = 4.4546e-04 (no unit)
optimum thickness = 4.513 nm
b at optimum = 1.2841e-03 (no unit)
perfect absorber: optimum d/lam = 2.3355 (no unit)
perfect absorber: largest b/theta^2 = 0.2850 (no unit)
every check passed
```
